# Error-function conductance updates and the most linear staircase in ferroelectric tunnel junctions

## 1. Four grains

Take a junction made of four equal grains, each either down (low conductance) or up (high conductance). Their switching voltages are 0.80, 0.95, 1.05 and 1.20 V, and all start down. A positive pulse turns up every grain whose switching voltage lies below the pulse amplitude.

- Pulses of 0.7, 0.9, 1.1 and 1.3 V leave 0, 1, 3 and 4 grains up. Equal voltage steps give the increments 1, 2, 1: the largest comes where the switching voltages are densest.
- A second 1.1 V pulse does nothing, since every grain it could switch is already up.
- Pulses of 0.9, 1.0, 1.1 and 1.3 V leave 1, 2, 3 and 4 grains up. Unequal voltage steps give equal increments.

With many grains, counting becomes integration over a distribution.

## 2. Model and conductance law

There are $N$ grains of equal area, conducting in parallel. With all grains down the device conductance is $G_{\rm off}$; with all up it is $G_{\rm on}$. Grain $i$ switches up if a positive pulse exceeds its threshold $V_i$. The thresholds are drawn independently from a Gaussian of mean $\mu$ and standard deviation $\sigma$, and no grain affects another. All pulses have the same width, and reading is done at one small fixed voltage that switches nothing.

A down grain contributes $G_{\rm off}/N$ and an up grain $G_{\rm on}/N$. If a share $f$ is up,

$$G=(1-f)G_{\rm off}+fG_{\rm on}=G_{\rm off}+(G_{\rm on}-G_{\rm off})f .$$

Start from the fully down state and apply one pulse of amplitude $V$. For large $N$, $f$ is the probability that a threshold lies below $V$:

$$f=\int_{-\infty}^{V}\frac{e^{-(v-\mu)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dv .$$

The lower limit is harmless when $\mu$ is several $\sigma$, because the Gaussian then has negligible weight at negative voltage. Put $x=(v-\mu)/\sigma$ and define

$$z=\frac{V-\mu}{\sigma},\qquad \varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}},\qquad \Phi(z)=\int_{-\infty}^{z}\varphi(x)\,dx .$$

Then $f=\Phi(z)$. Half the weight lies below zero; in the remainder, $x=\sqrt2\,s$ gives

$$\Phi(z)=\frac12+\frac1{\sqrt\pi}\int_0^{z/\sqrt2}e^{-s^2}ds=\frac12\left[1+\operatorname{erf}\frac{z}{\sqrt2}\right].$$

The conductance is therefore

$$G(V)=G_{\rm off}+\frac{G_{\rm on}-G_{\rm off}}2\left[1+\operatorname{erf}\!\left(\frac{V-\mu}{\sqrt2\,\sigma}\right)\right].\tag{1}$$

**Pulse sequences.** After several positive pulses, the up grains are those with thresholds below the largest amplitude so far, $M$. A further pulse $V$ changes the share by

$$\Delta f=\max\left[0,\ \Phi\!\left(\frac{V-\mu}{\sigma}\right)-\Phi\!\left(\frac{M-\mu}{\sigma}\right)\right].\tag{2}$$

Gradual updates thus need rising amplitudes.

**Negative pulses.** Let $\Phi_-(U)$ be the probability that the downward threshold lies below the magnitude $U$ of a negative pulse. Suppose the share $f$ was reached by positive pulses after a full erasure. If upward and downward thresholds are independent, each up grain survives the first negative pulse with probability $1-\Phi_-(U)$, so the share becomes $f[1-\Phi_-(U)]$. In an unbroken run of negative pulses, $U$ is the largest magnitude so far; repeating a pulse does nothing. If the downward thresholds are also Gaussian, then from saturation, $f=1$, this is a falling error function, and the linearity results below apply with the mean and deviation of the downward thresholds. If the two thresholds are correlated, a partly switched state needs their joint distribution. After a partial negative pulse, some grains with thresholds below $M$ are down again, so equation (2) holds only between full erasures.

## 3. Where equal voltage steps give the most equal increments

Differentiating (1) gives

$$\frac{dG}{dV}=\frac{G_{\rm on}-G_{\rm off}}{\sigma}\varphi(z),\qquad \frac{d}{dV}\ln\frac{dG}{dV}=-\frac{z}{\sigma}=-\frac{V-\mu}{\sigma^2}.$$

The slope is stationary at $V=\mu$, where half the grains are up. This is a local statement; a staircase of finite steps needs a further argument.

Let the voltage step be $\delta V$ and $h=\delta V/\sigma$. An increment whose end points have midpoint $z$ switches the share

$$D(z)=\Phi(b)-\Phi(a),\qquad a=z-\tfrac h2,\quad b=z+\tfrac h2 .$$

Since $\varphi'(x)=-x\varphi(x)$,

$$D'(z)=\varphi(b)-\varphi(a)=-\int_a^b x\varphi(x)\,dx .$$

Hence $(\ln D)'=-m(z)$, where

$$m(z)=\frac1D\int_a^b x\varphi(x)\,dx$$

is the mean of the Gaussian variable restricted to $[a,b]$. Both end points move at unit rate with $z$, so the quotient rule gives

$$m'=\frac{b\varphi(b)-a\varphi(a)-m[\varphi(b)-\varphi(a)]}{D}
=\frac{\varphi(b)(b-m)+\varphi(a)(m-a)}{D}>0,$$

because the mean lies strictly between $a$ and $b$. By symmetry $m(0)=0$, so $m>0$ for $z>0$. Thus $D$ is even and falls as $|z|$ grows.

Now take $n\ge2$ increments with midpoints $c+u_k$, where $u_k=[k-(n+1)/2]h$ and $c$ is the displacement of the staircase centre from $\mu$, in units of $\sigma$. Let $p$ be the smallest non-negative $u_k$ (0 for odd $n$, $h/2$ for even $n$) and $q=(n-1)h/2$ the largest. For the centred staircase the largest increment is $D(p)$ and the smallest $D(q)$.

For $c>0$, $D(c+p)$ and $D(c+q)$ are two of the increments, so

$$\frac{\text{largest}}{\text{smallest}}\ \ge\ \frac{D(c+p)}{D(c+q)} .$$

The logarithm of the right side has the derivative $m(c+q)-m(c+p)$ with respect to $c$. For $n\ge3$, $q>p$ and this is positive, so the right side exceeds its value at $c=0$, which is $D(p)/D(q)$. For $n=2$, the two increments are equal only if $|c-h/2|=|c+h/2|$, which again requires $c=0$. Evenness of $D$ covers $c<0$.

Therefore, **at fixed voltage step and fixed number of steps, the ratio of smallest to largest increment is greatest when the staircase is centred on $\mu$.** This ratio is the measure of linearity used here; 1 means equal increments.

## 4. Linearity against range

Let a staircase of very fine steps run from $\mu-w\sigma$ to $\mu+w\sigma$. Increments are then proportional to $\varphi$, and the smallest-to-largest ratio $r$ and used share of the conductance range $R$ are

$$r=\frac{\varphi(w)}{\varphi(0)}=e^{-w^2/2},\qquad R=\Phi(w)-\Phi(-w)=\operatorname{erf}\frac{w}{\sqrt2}.$$

The first gives $w=\sqrt{2\ln(1/r)}$, and so

$$R=\operatorname{erf}\sqrt{\ln(1/r)} .\tag{3}$$

At $w=0.5$, $r=0.883$ and $R=0.383$; at $w=2$, $r=0.135$ and $R=0.954$. A narrow staircase is nearly linear but uses little of the range; a wide one does the reverse.

Another measure is the largest deviation from the straight line joining the end points. For small $w$, integrating $\varphi(z)\simeq\varphi(0)(1-z^2/2)$ gives $\Phi(z)-\tfrac12\simeq\varphi(0)(z-z^3/6)$. The line is $\varphi(0)z(1-w^2/6)$, and the difference is

$$\varphi(0)\,\frac{z(w^2-z^2)}6 .$$

Its derivative vanishes at $z=w/\sqrt3$, where it equals $\varphi(0)w^3/(9\sqrt3)$. Divided by the used range $2\varphi(0)w$, the deviation is $w^2/(18\sqrt3)$. At $w=1$ this gives 3.2 % of the used range, against 3.1 % from the full error function.

## 5. Amplitudes for equal increments

Choose equally spaced shares $f_k$ and invert $f_k=\frac12[1+\operatorname{erf}(z_k/\sqrt2)]$:

$$V_k=\mu+\sqrt2\,\sigma\,\operatorname{erf}^{-1}(2f_k-1).\tag{4}$$

In the large-$N$ model all increments are then equal, over any range short of the end points $f=0$ and 1.

This scheme relies on knowing $\mu$. If the true mean is $\mu+\eta$, the density met at nominal position $z$ is multiplied by

$$\frac{\varphi(z-\eta/\sigma)}{\varphi(z)}=\exp\!\left(\frac{z\eta}{\sigma}-\frac{\eta^2}{2\sigma^2}\right).$$

This factor is monotonic in $z$. Between $z=-w$ and $w$, fine increments therefore have the smallest-to-largest ratio $e^{-2w|\eta|/\sigma}$. With $w=1$ and an error of $0.1\sigma$, it is $e^{-0.2}=0.82$.

## 6. Worked staircase

The inputs are round values: $\mu=1.0$ V, $\sigma=0.2$ V, $G_{\rm off}=20$ pS, $G_{\rm on}=100$ pS, a 5 nm film, and a square device of side 1000 nm with 10 nm grains, so $N=(1000/10)^2=10^4$. A preset pulse of 0.80 V follows erasure; eight steps of 0.05 V then lead to 1.20 V. Here $h=0.05/0.2=0.25$ and $w=1$.

The preset pulse has $z=-1$ and $f=0.1587$, so $G=20+80\times0.1587=32.7$ pS. At 1.00 V, $f=0.5$ and $G=60$ pS. The eight increments are 5.44, 6.55, 7.42, 7.90, 7.90, 7.42, 6.55 and 5.44 pS. Their smallest-to-largest ratio is $5.44/7.90=0.689$, and they use 0.683 of the range.

The fine-step ratio at $w=1$ is lower, 0.607, because it compares densities at $z=1$ and 0. The eight finite steps have outermost and innermost midpoints at 0.875 and 0.125, where the density ratio is $e^{-(0.875^2-0.125^2)/2}=0.687$.

With the step and number of steps unchanged, moving the staircase to 0.6–1.0 V lowers the ratio to 0.175 and the used share to 0.477.

Equation (4), with the same end points, gives 0.800, 0.861, 0.912, 0.957, 1.000, 1.043, 1.088, 1.139 and 1.200 V. Each increment is $80\times0.683/8=6.83$ pS.

**Grain statistics.** If an increment has mean share $p$, the number of grains it switches is binomial, with mean $Np$ and variance $Np(1-p)$. The relative scatter between devices is

$$\frac{\sqrt{Np(1-p)}}{Np}=\sqrt{\frac{1-p}{Np}} .$$

For the step from 1.00 to 1.05 V, $p=0.0987$ and the scatter is 3.0 % of that increment. Equation (4) cannot remove it using only the ensemble values of $\mu$ and $\sigma$. For sharp, unchanging thresholds it is fixed in each device, and the same increments return in every cycle. With the random switching times of section 7, part of the scatter instead varies from cycle to cycle.

## 7. Finite switching time and temperature

A sharp threshold is the steep limit of a rate process. Suppose a grain switches at a constant rate $1/t$ during a pulse, with

$$t=t_0\exp\!\left[L\,\frac{300\ {\rm K}}{T}\left(\frac{V_i}{V}\right)^2\right],\qquad L=\ln\frac{t_p}{t_0}.$$

Here $t_p$ is the pulse width and $t_0$ an attempt time. This is a model of activated switching whose barrier varies as $1/V^2$. The definition of $L$ makes $t=t_p$ at $V=V_i$ and 300 K. After pulses of amplitude $V_k$, the switching probability is $1-\exp[-\sum_k t_p/t(V_k)]$, with

$$\frac{t_p}{t}=\exp\!\left\{L\left[1-\frac{300\ {\rm K}}{T}\left(\frac{V_i}{V}\right)^2\right]\right\}.$$

As $L\to\infty$, this tends to infinity or zero according to the sign of the bracket. The sharp threshold is recovered, at $V_i\sqrt{300\ {\rm K}/T}$.

**Repeated pulses.** For finite $L$, $s$ identical pulses act like one of width $st_p$. At 300 K the grain with $t=st_p$ has $L(V_i/V)^2=L+\ln s$. For $\ln s\ll L$, the switching front has therefore advanced by

$$V_i-V\simeq\frac{V\ln s}{2L}.$$

Identical pulses do update the device, but logarithmically, with diminishing increments. For $t_p=1$ μs and $t_0=1$ ps, $L=\ln10^6=13.8$. One 1.0 V pulse gives $f=0.538$ and two give 0.585. The second adds $80\times0.047=3.8$ pS, about half a central staircase increment. The statement that repeated pulses do nothing is thus a poor approximation for these numbers.

In the full staircase, earlier pulses also contribute. The share at 1.0 V becomes 0.553, and the smallest-to-largest ratio falls from 0.689 to 0.591. Most of this fall is consistent with a displaced centre: an excess share of 0.053 corresponds to $c\simeq0.053/0.399=0.13$. The last midpoint then lies near $z=1.01$ and another near zero, giving a ratio of about $e^{-1.01^2/2}=0.60$. Lowering every amplitude by 0.03 V recovers nearly all of the loss, giving a ratio of 0.687.

**Temperature.** In the steep limit, heating from 300 to 358 K multiplies all thresholds by $\sqrt{300/358}$, so the mean becomes 0.915 V. The unchanged staircase is now off centre, and its ratio is 0.369 (0.295 for $L=13.8$). Multiplying every amplitude by the same factor restores the original values of $z$, and hence the original share increments, within this law; any temperature dependence of $G_{\rm on}$ and $G_{\rm off}$ is not included.

## 8. Coupling through imperfect screening

Let the film have thickness $d$, relative permittivity $\epsilon_f$, field $E$ and polarization $P$. Represent imperfect screening at the electrodes by a layer of thickness divided by relative permittivity $\lambda$. The displacement $D_e=\epsilon_0\epsilon_fE+P$ is continuous, so the applied voltage is

$$V=Ed+\frac{D_e\lambda}{\epsilon_0}=Ed\left(1+\frac{\epsilon_f\lambda}{d}\right)+\frac{P\lambda}{\epsilon_0}.$$

As a worst case, let all grains share the layer's voltage drop. Then $P=P_r(2f-1)$, where $P_r$ is the remanent polarization. Each grain still switches at its own fixed $Ed$, so its threshold in applied voltage rises with the up share by $bf$, where $b=2P_r\lambda/\epsilon_0$. Taking $V_i$ as the threshold at $f=0$, and assuming that the grains with the lowest thresholds switch first,

$$V=\mu+\sigma z+bf,\qquad f=\Phi(z),\qquad \frac{dV}{df}=b+\frac{\sigma}{\varphi(z)} .$$

The slope $df/dV$ is still greatest at $f=\frac12$, but this point moves to $V=\mu+b/2$. For fine steps over a fixed share range, the smallest-to-largest ratio is

$$\frac{b+\sigma/\varphi(0)}{b+\sigma/\varphi(w)},$$

which exceeds $\varphi(w)/\varphi(0)$ for $b>0$. This coupling opposes further switching and makes the share $f$ more linear in voltage, at the price of voltage. That carries over to conductance only if each grain keeps its fixed $G_{\rm off}/N$ or $G_{\rm on}/N$. If the on/off contrast comes from the screening drop itself, a shared drop gives every grain the same barrier, set by $f$; then $G$ is roughly exponential in $f$ and the parallel sum of section 2 fails.

For $P_r=15$ μC/cm² and $\lambda=0.01$ nm, $b=2(0.15\ {\rm C/m^2})(10^{-11}\ {\rm m})/\epsilon_0=0.339$ V, larger than $\sigma$. Covering the same shares as before takes 0.854 to 1.485 V. Eight equal steps over that interval give share increments with the ratio 0.791. If instead $G\propto5^{f}$, the conductance increments have the ratio 0.38. If the drop is partly local to each grain, that part belongs to the grain's own threshold and the shared $b$ is smaller. For 10 nm grains in a 5 nm film with this $\lambda$ and $\epsilon_f$ of 20 to 40, a simple electrostatic estimate makes about 95 % of the drop local, so the shared $b$ is only 0.01 to 0.02 V and the ratio stays near 0.69 to 0.70.

## 9. Use with real junctions

The inputs are rough typical values for thin hafnia-based ferroelectric tunnel junctions. The mean switching field, $1.0\ {\rm V}/5\ {\rm nm}=2.0$ MV/cm, is towards the high side. Real conductances vary widely with thickness, barrier and defects. For scale, direct tunnelling through a rectangular barrier of 1.5 eV with effective mass $0.15\,m_e$ gives a conductance of order 100 pS for this device, if only the exponential factor of the transmission is kept. The prefactor can change this by a factor of a few: free-electron electrodes with a 5 eV Fermi energy give about 300 pS. The estimate is very sensitive to barrier height, thickness and effective mass (masses of $0.11\,m_e$ and $0.2\,m_e$ give results nearly three orders of magnitude apart), and it omits defect-assisted current, which can dominate in real films. Real junctions also break the assumptions of sharp thresholds and uncoupled grains. For the numbers here, finite switching time alone moves the linearity ratio from 0.69 to 0.59. Worst-case coupling alone, with sharp thresholds and a restretched staircase, moves the ratio of share increments to 0.79; this is a limiting case, and it applies to conductance only if the grain conductances do not depend on the shared drop. Acting together, they need not give either value.

If downward thresholds are sharp and have the same distribution as upward ones, and the grains are uncoupled, a 1.8 V erase pulse leaves a share of $3.2\times10^{-5}$ up. Without a screening layer, its field is 3.6 MV/cm, or 0.72 of a rough breakdown field of 5 MV/cm. That margin is not a lifetime estimate, since breakdown also depends on time and cycling. With the worst-case coupling of section 8, the mean downward threshold near full erasure rises to about 1.34 V; a 1.8 V pulse then leaves about 1 % up, and full erasure needs a larger one, with less margin to breakdown. At a read voltage of 0.1 V, a share of $3.4\times10^{-6}$ has a lower threshold: 0.03 grains on average.

For implementation, measure $G(V)$ at the intended pulse width and temperature, erasing before each amplitude. If it follows equation (1), its midpoint and width give effective values of $\mu$ and $\sigma$ for single pulses of that width. As a starting point, centre equal steps on the midpoint and choose the range from (3), or use (4). Because earlier pulses contribute, the best centre lies lower, so tune it with the actual staircase. With the switching law of section 7 the single-pulse midpoint is 0.981 V; eight steps centred there have the ratio 0.65, against 0.69 when centred near 0.97 V, and (4) with the fitted $\mu$ and $\sigma$ gives 0.87 instead of 1. In a ferroelectric transistor the switched share may follow the same law, but channel conductance need not be a parallel sum over grains; the relation between $G$ and $f$ must then be found separately. The numerical output below lists the values for this example.

## Values computed for the example and the checks

```
threshold mean 1.00 V, deviation 0.20 V
conductance all down 20 pS, all up 100 pS
film 5 nm, side 1000 nm, grain 10 nm
number of grains 10000
mean switching field 2.0 MV/cm
pulse (V), up share, conductance (pS), increment (pS)
  0.80  0.1587  32.69  preset
  0.85  0.2266  38.13  5.44
  0.90  0.3085  44.68  6.55
  0.95  0.4013  52.10  7.42
  1.00  0.5000  60.00  7.90
  1.05  0.5987  67.90  7.90
  1.10  0.6915  75.32  7.42
  1.15  0.7734  81.87  6.55
  1.20  0.8413  87.31  5.44
centred: smallest/largest increment 0.689
centred: used share of range 0.683
displaced staircase 0.6 to 1.0 V:
  smallest/largest increment 0.175
  used share 0.477
fine steps: w, smallest/largest, used share
  0.5  0.883  0.383
  1.0  0.607  0.683
  1.5  0.325  0.866
  2.0  0.135  0.954
line deviation at w=1: 3.09 % of used range
  small-w formula: 3.21 %
equal-increment amplitudes (V):
  0.800 0.861 0.912 0.957 1.000
  1.043 1.088 1.139 1.200
equal increment 6.83 pS
grain scatter of the 1.00-1.05 V increment 3.0 %
pulse width 1 us, attempt time 1 ps
kinetic share, one 1.0 V pulse 0.538, two 0.585
kinetic staircase: share at 1.0 V 0.553
  smallest/largest increment 0.591
at 358 K (from 300 K): mean threshold 0.915 V
  smallest/largest increment 0.369
polarization 15 uC/cm2, screening 0.01 nm
worst-case coupling voltage b 0.339 V
  same share needs 0.854 to 1.485 V
  smallest/largest increment 0.791
erase 1.8 V: field 3.6 MV/cm
  over rough breakdown 5 MV/cm: 0.72
  share left up by erase 3.2e-05
share with threshold below 0.1 V read 3.4e-06
tunnel estimate (1.5 eV, mass 0.15 m_e) 84 pS
```
